# Muffin-tin phase shifts from the logarithmic derivative, with a square well

Before a multiple-scattering calculation can run, someone has to decide which partial waves to keep on each atomic sphere and how closely to space the energies. Both choices depend on the phase shifts $\delta_l(E)$. A partial wave with a small phase shift scatters weakly; one whose phase shift climbs steeply needs closely spaced energies. The phase shift follows from one number per $l$ and $E$: the logarithmic derivative of the radial wave at the sphere.

## 1. The setting

The potential $V(r)$ is real, spherical and finite at the origin. It is confined to $r<S$, and outside the sphere it equals zero, the muffin-tin zero from which energies are measured. I use Rydberg atomic units, $\hbar^2/2m=1$, with lengths in bohr and energies in Ry. For $E>0$ the outside wave number is $k=\sqrt E$.

Write the wave as $R_l(r)$ times a spherical harmonic and set $u=rR_l$. The radial equation is

$$u''=\left[\frac{l(l+1)}{r^2}+V(r)-E\right]u .\tag{1}$$

Near the origin the solutions behave as $r^{l+1}$ or $r^{-l}$. A regular wave has the first form, which fixes $u$ up to a constant factor. That factor cancels from

$$L_l(E)=\frac{R_l'(S)}{R_l(S)}=\frac{u'(S)}{u(S)}-\frac1S ,\tag{2}$$

where the last term comes from $R'=u'/r-u/r^2$. At $r=S$ the potential may jump by a finite amount. Then $u''$ jumps but stays finite, so $u$ and $u'$ are continuous, and so are $R$ and $R'$.

## 2. Simplest case: an s wave in a square well

Take $V=-V_0$ inside, $l=0$, and $q=\sqrt{E+V_0}$. Equation (1) becomes $u''=-q^2u$ inside and $u''=-k^2u$ outside. The regular inside solution is $\sin qr$; the outside solution is a shifted sine, $A\sin(kr+\delta_0)$. Continuity of $u'/u$ gives

$$q\cot qS=k\cot(kS+\delta_0),\qquad
\delta_0=-kS+\arctan\!\left(\frac kq\tan qS\right)\ \text{mod }\pi .\tag{3}$$

The ambiguity is real: adding $\pi$ to $\delta_0$ only reverses the sign of the outside wave, which $A$ can absorb.

**Limit.** If $V_0=0$, then $q=k$ and $\delta_0=0$ modulo $\pi$, as it must be without a scatterer.

**Numbers.** Choose the round parameters $S=2.5$ bohr, $V_0=3$ Ry and $E=0.5$ Ry. Then $k=0.70711$ and $q=1.87083$ bohr$^{-1}$, so $kS=1.76777$ and $qS=4.67707$. Equation (3) gives $\delta_0=-0.2902$ rad.

A negative value for an attractive well looks wrong, but the arctangent has chosen the branch. To find the branch reached by switching on the well at fixed $E$, put $y=qS$ and $\theta=kS+\delta_0$. The matching condition is $y\cot y=kS\cot\theta$. Differentiating both sides with respect to $y$,

$$\frac{\sin 2y-2y}{2\sin^2y}=-\frac{kS}{\sin^2\theta}\frac{d\theta}{dy}.$$

The left side is negative because $\sin2y<2y$ for $y>0$, so $\theta$ grows with $y$. The two angles start equal at $V_0=0$, and their tangents vanish together and diverge together, so they stay in the same quarter turn. Here $y$ lies between $\pi$ and $3\pi/2$, hence so does $\theta$. The phase shift on this branch is $\pi-0.2902=2.851$ rad, which is positive.

## 3. Any potential in the sphere, still for $l=0$

The well entered (3) through $u'(S)/u(S)=q\cot qS$ alone. For another potential this ratio is $\lambda=L_0+1/S$, by (2), and the outside wave is unchanged:

$$\tan(kS+\delta_0)=\frac{k}{\lambda}.\tag{4}$$

**Limit.** If $u(S)=0$, then $|\lambda|\to\infty$ and $\delta_0=-kS$ modulo $\pi$. This is the phase shift of an impenetrable sphere of radius $S$, whose wave also vanishes at the surface.

## 4. Outside waves for any $l$

With $x=kr$ and $V=0$, equation (1) reads

$$g''=\left[\frac{l(l+1)}{x^2}-1\right]g,\qquad g=xf_l .\tag{5}$$

For $l=0$ the solutions are $g=\sin x$ and $g=-\cos x$, so $j_0=\sin x/x$ and $n_0=-\cos x/x$. Higher functions follow from a raising step. Define

$$\mathcal A=\frac{l+1}{x}-\frac{d}{dx},\qquad \mathcal B=\frac{l+1}{x}+\frac{d}{dx}.$$

Multiplying out and differentiating the factor $1/x$,

$$\mathcal B\mathcal A\,g=\frac{l(l+1)}{x^2}g-g'',\qquad
\mathcal A\mathcal B\,h=\frac{(l+1)(l+2)}{x^2}h-h''.$$

Equation (5) therefore says $\mathcal B\mathcal A g=g$. Acting with $\mathcal A$ gives $\mathcal A\mathcal B(\mathcal Ag)=\mathcal Ag$, so $\mathcal Ag$ solves the equation for $l+1$. In terms of $f=g/x$, the raising step and its inverse $g_l=\mathcal Bg_{l+1}$ are

$$f_{l+1}=\frac lx f_l-f_l',\qquad f_l=f_{l+1}'+\frac{l+2}{x}f_{l+1}.\tag{6}$$

These define $j_l$ and $n_l$, the spherical Bessel and Neumann functions, and three properties follow.

*Large $x$.* The term $(l/x)f_l$ drops out at leading order, so each step is $f_{l+1}\to-f_l'$. Starting from $l=0$, and with $\theta_l=x-l\pi/2$,

$$j_l\to\frac{\sin\theta_l}{x},\qquad n_l\to-\frac{\cos\theta_l}{x}.\tag{7}$$

*Small $x$.* The function $j_0$ is an even power series. If $j_l=x^lP(x)$ with $P$ even, (6) gives $j_{l+1}=-x^lP'(x)$, which is $x^{l+1}$ times an even series. So $j_l$ is regular. Inserting $j_{l+1}\approx cx^{l+1}$ in the second relation of (6) gives $(2l+3)\,c\,x^l=j_l$. For $n_l$ the first relation multiplies the leading coefficient by $l+(l+1)$. Hence

$$j_l\approx\frac{x^l}{(2l+1)!!},\qquad n_l\approx-\frac{(2l-1)!!}{x^{l+1}},\tag{8}$$

where $(2l+1)!!=1\cdot3\cdots(2l+1)$ and $(-1)!!=1$.

*Wronskian.* Both $g=xj_l$ and $h=xn_l$ solve (5), so $(gh'-g'h)'=gh''-g''h=0$. The constant is found at large $x$, where it equals $\sin^2\theta_l+\cos^2\theta_l=1$. Since $gh'-g'h=x^2(j_ln_l'-j_l'n_l)$,

$$j_ln_l'-j_l'n_l=\frac1{x^2}.\tag{9}$$

## 5. Matching for any $l$

Outside the sphere $R_l=a\,j_l(kr)+b\,n_l(kr)$. The phase shift is defined by the distant wave,

$$R_l\to\frac{A}{kr}\sin(\theta_l+\delta_l)=\frac{A}{kr}\left(\cos\delta_l\sin\theta_l+\sin\delta_l\cos\theta_l\right).$$

Comparison with (7) gives $a=A\cos\delta_l$ and $b=-A\sin\delta_l$. The minus sign comes from the minus sign in $n_l$. Thus

$$R_l(r)=A\left[\cos\delta_l\,j_l(kr)-\sin\delta_l\,n_l(kr)\right],\qquad r\ge S .$$

From here on, a prime on $j_l$ or $n_l$ is a derivative with respect to the argument, so $dj_l(kr)/dr=k\,j_l'(kr)$. With all functions at $x=kS$, continuity of $R'/R$ reads

$$L_l=k\,\frac{\cos\delta_l\,j_l'-\sin\delta_l\,n_l'}{\cos\delta_l\,j_l-\sin\delta_l\,n_l}.$$

Multiply by the denominator and collect the sine and cosine terms:

$$\sin\delta_l\,(k n_l'-L_ln_l)=\cos\delta_l\,(k j_l'-L_lj_l).$$

Therefore

$$\boxed{\tan\delta_l=\frac{N}{D}=\frac{k\,j_l'(kS)-L_l\,j_l(kS)}{k\,n_l'(kS)-L_l\,n_l(kS)}}\tag{10}$$

Could $N$ and $D$ vanish together and leave $\delta_l$ undefined? In the combination $j_lD-n_lN$ the terms with $L_l$ cancel, and (9) gives

$$j_lD-n_lN=k(j_ln_l'-j_l'n_l)=\frac{1}{kS^2}\ne0 .\tag{11}$$

They cannot. When $D=0$ the phase shift is $\pi/2$ modulo $\pi$. When the wave has a node at $S$, $L_l$ is infinite and (10) tends to $\tan\delta_l=j_l(kS)/n_l(kS)$, the impenetrable-sphere value for general $l$.

**Limit $V=0$.** The inside wave is $j_l(kr)$, so $L_l=kj_l'/j_l$, $N=0$ and $\delta_l=0$ modulo $\pi$.

**Limit $l=0$.** Using $k/x=1/S$,

$$N=\frac{k\cos x-\lambda\sin x}{x},\qquad D=\frac{k\sin x+\lambda\cos x}{x},\qquad \lambda=L_0+\frac1S .$$

Dividing both by $\lambda\cos x/x$,

$$\tan\delta_0=\frac{k/\lambda-\tan x}{1+(k/\lambda)\tan x}=\tan\!\left(\arctan\frac k\lambda-kS\right),$$

which is (4).

The derivation requires a spherical potential that vanishes outside $S$. A Coulomb tail changes the outside functions, and a nonspherical potential couples different $l$. For $E<0$ the wave number $k$ is imaginary, so a real phase shift of this kind does not exist; a lone sphere has a decaying outside wave only at its bound-state energies. The matching (10) can still be continued below zero: $\tan\delta_l$ becomes imaginary, while $k^{2l+1}\cot\delta_l$ stays real.

## 6. The square well for any $l$

Inside the well, (1) is the free equation with $k$ replaced by $q$. The regular solution is $j_l(qr)$, so

$$L_l=\frac{q\,j_l'(qS)}{j_l(qS)} .\tag{12}$$

Insert this in (10) and multiply numerator and denominator by $j_l(qS)$. The new numerator is $k j_l'(kS)j_l(qS)-q j_l(kS)j_l'(qS)$. By (6),

$$k j_l'(kS)=\frac lS j_l(kS)-k j_{l+1}(kS),\qquad
q j_l'(qS)=\frac lS j_l(qS)-q j_{l+1}(qS).$$

The two terms with $l/S$ cancel. The same happens in the denominator, where $n_l(kS)$ replaces $j_l(kS)$. The result is

$$\tan\delta_l=\frac{q\,j_l(kS)\,j_{l+1}(qS)-k\,j_{l+1}(kS)\,j_l(qS)}{q\,n_l(kS)\,j_{l+1}(qS)-k\,n_{l+1}(kS)\,j_l(qS)} .\tag{13}$$

This form needs no derivatives and stays finite when $j_l(qS)=0$.

**Limit.** For $q=k$ the numerator vanishes. The denominator becomes $k(n_lj_{l+1}-n_{l+1}j_l)=1/(kS^2)$ by (6) and (9), so the phase shift vanishes for a definite reason and not as $0/0$.

**Numbers for $l=2$.** At $E=0.5$ Ry, (12) gives $L_2=-1.57707$ bohr$^{-1}$. At $kS=1.76777$ the outside functions are $j_2=0.16568$, $j_2'=0.14335$, $n_2=-0.94587$ and $n_2'=1.11306$. In bohr$^{-1}$,

$$N=0.70711(0.14335)+1.57707(0.16568)=0.3627,$$
$$D=0.70711(1.11306)-1.57707(0.94587)=-0.7046 .$$

Hence $\tan\delta_2=-0.5147$ and $\delta_2=-0.4753$ rad, equivalent to $2.666$ rad. The same arithmetic for the other waves gives:

| $l$ | $L_l$ (bohr$^{-1}$) | $\tan\delta_l$ | $\delta_l$ (rad) |
|---|---|---|---|
| 0 | $-0.334$ | $-0.299$ | $-0.290$ |
| 1 | $9.682$ | $-0.775$ | $-0.659$ |
| 2 | $-1.577$ | $-0.515$ | $-0.475$ |
| 3 | $-0.128$ | $0.021$ | $0.021$ |

At this energy the waves up to $l=2$ scatter appreciably, and $l=3$ does so weakly. That supports a first cut-off at $l=2$ for this sphere. Whether a property of the whole solid has converged must still be found by raising the cut-off.

If the potential is not constant, only the source of $L_l$ changes. For $V=-6(1-r^2/S^2)$ Ry inside the same sphere, I integrated (1) outwards from near the origin with a high-order Runge–Kutta method. At $E=0.5$ Ry this gives $L_2=-0.835$ bohr$^{-1}$, and (10) then gives $\delta_2=-1.559$ rad, close to $-\pi/2$.

## 7. Low energy

Let $k\to0$ at fixed $S$. From (8), the leading terms of (10) are

$$N\approx\frac{x^l}{(2l+1)!!}\left(\frac lS-L_l\right),\qquad
D\approx\frac{(2l-1)!!}{x^{l+1}}\left(\frac{l+1}S+L_l\right),\qquad x=kS .$$

The term $(l+1)/S$ in $D$ enters with a plus sign because differentiating $-x^{-l-1}$ gives $+(l+1)x^{-l-2}$; $D$ itself has the sign of $l+1+SL_l$. Taking the ratio, with $L_l$ at $E=0$,

$$\tan\delta_l\approx\frac{(kS)^{2l+1}}{(2l+1)!!\,(2l-1)!!}\;\frac{l-SL_l}{l+1+SL_l} .\tag{14}$$

**Limit.** Without a potential, $R_l\propto r^l$ at zero energy, so $SL_l=l$ and (14) vanishes.

The prefactor $(kS)^{2l+1}/[(2l+1)!!\,(2l-1)!!]$ makes high partial waves weak. The power alone falls with $l$ only for $kS<1$, here $E<0.16$ Ry. At $0.5$ Ry it grows, from $54$ at $l=3$ to $169$ at $l=4$, and the double factorials, which grow from $1575$ to $99225$, do the work. The prefactor is what justifies a cut-off in $l$, provided that $l+1+SL_l$ is not close to zero. For the well with $l=2$, $SL_2(0)=-2.338$. The last fraction in (14) is then $4.338/0.662=6.55$, compared with magnitude $1$ for an impenetrable sphere, where $|L_l|\to\infty$ and the fraction tends to $-1$.

At $E=0.05$ Ry, $(kS)^2=0.3125$ and (14) gives $\tan\delta_2\approx0.0079$. The full formula (13) gives $0.0120$. The leading-order law is thus about a third too small, relative to the full value, at an energy where $kS$ is still only $0.56$. The energy dependence of the denominator accounts for the direction of this error.

## 8. When the denominator vanishes

The condition $D=0$ means $L_l=k n_l'(kS)/n_l(kS)$: the inside wave joins a pure Neumann function. Two facts show how this happens as $E$ rises.

First, $L_l$ falls between its poles, the energies at which $u(S)=0$; across a pole it jumps from $-\infty$ to $+\infty$. Differentiate (1) with respect to $E$, writing a dot for $\partial/\partial E$ and keeping the coefficient of $r^{l+1}$ at the origin fixed:

$$\dot u''=\left[\frac{l(l+1)}{r^2}+V-E\right]\dot u-u .$$

Multiply this by $u$, subtract $\dot u$ times (1), and integrate from $0$ to $S$. The left side is the total derivative of $u\dot u'-\dot uu'$, which vanishes at the origin. At $S$ it equals $u^2\,\partial(u'/u)/\partial E$. Therefore

$$\frac{dL_l}{dE}=-\frac{1}{u(S)^2}\int_0^S u^2\,dr<0 .\tag{15}$$

Second, for $l\ge1$ and small $x$ the outside value rises. The second relation in (6), with $l$ lowered by one, and then (8), give

$$\frac{x n_l'}{n_l}=-(l+1)+\frac{x n_{l-1}}{n_l}\approx-(l+1)+\frac{x^2}{2l-1} .\tag{16}$$

So $SL_2$ starts at $-2.338$ and falls, while the outside value starts at $-3$ and rises. Their difference, which replaces $l+1+SL_l$ in the denominator of (14), shrinks with energy. This is why (14) underestimated $\tan\delta_2$.

They meet where $D=0$. A bracketing root search on the denominator of (13) gives

$$E_r=0.1286\ \text{Ry}=1.749\ \text{eV},\qquad L_2(E_r)=-1.077\ \text{bohr}^{-1}.$$

Thus $SL_2=-2.693$ there. With $x^2=0.1286\times6.25=0.804$, the approximation (16) gives $-2.732$, which is close.

The resonance lies far below the centrifugal term at the sphere, $l(l+1)/S^2=0.96$ Ry. Outside, that term equals $E_r$ at $r=\sqrt{6/0.1286}=6.8$ bohr. Between $2.5$ and $6.8$ bohr the motion is classically forbidden, so the inner region is joined to the distant wave by tunnelling.

The width follows from expanding $D$ about $E_r$. Write $D=n_l\,(kn_l'/n_l-L_l)$ and let $\beta$ be the energy derivative of the bracket at $E_r$. Since the bracket is zero there, $D\approx n_l\beta(E-E_r)$. Equation (11) gives $N=-1/(kS^2n_l)$ at $E_r$. Hence

$$\tan\delta_l\approx\frac{\Gamma/2}{E_r-E},\qquad
\Gamma=\frac{2}{kS^2n_l(kS)^2\,\beta} .\tag{17}$$

For $l\ge1$ and small $kS$, (15) and (16) make $\beta$ positive, so $\delta_l$ rises through $\pi/2$. By (8), $\Gamma\approx2k(kS)^{2l}/\{[(2l-1)!!]^2\beta\}$. The power of $kS$ and the double factorial make a low-energy resonance narrower for larger $l$ at comparable $\beta$. For this well $kS=0.90$ at $E_r$, and (17) gives $\Gamma=0.0179$ Ry, while the small-$x$ form gives $0.024$ Ry, a third too large. For $l=1$ this $kS$ is not small enough for a narrow resonance: a well of depth $1.32$ Ry has $D=0$ at the same energy with $\Gamma=0.23$ Ry, larger than $E_r$.

In (17), $\tan\delta_l=\pm1$ at $E_r\mp\Gamma/2$. Root searches on the full formula place $\delta_2=\pi/4$ at $0.1208$ Ry and $\delta_2=3\pi/4$ at $0.1394$ Ry. The interval is $0.0185$ Ry, or $0.252$ eV. It extends $0.0077$ Ry below $E_r$ and $0.0108$ Ry above it, so the symmetric form (17) is an approximation even across this narrow range.

## 9. Back to the choice of energies

On the branch from $0$ to $\pi$, the full formula gives:

| $E$ (Ry) | $\delta_2$ (rad) | $\sin^2\delta_2$ |
|---|---|---|
| 0.05 | 0.012 | 0.000 |
| 0.10 | 0.172 | 0.029 |
| 0.12 | 0.726 | 0.441 |
| 0.15 | 2.603 | 0.263 |
| 0.20 | 2.807 | 0.108 |
| 0.30 | 2.795 | 0.115 |
| 0.50 | 2.666 | 0.209 |

A real-energy mesh at $0.05, 0.10, 0.15,\ldots$ Ry has no point in the resonance interval, $0.1208$ to $0.1394$ Ry, across which $\sin^2\delta_2$ exceeds one half. It would record a jump from $0.172$ to $2.603$ rad and miss the maximum, $\sin^2\delta_2=1$. To resolve the rise, the spacing near $0.13$ Ry must be several times smaller than $0.0185$ Ry.

Above the resonance, (17) alone would carry $\delta_2$ towards $\pi$. The computed value instead levels off near $2.8$ rad at $0.20$ and $0.30$ Ry and is lower, $2.666$ rad, at $0.50$ Ry. The expansion about $E_r$ does not apply there, and (13) has to be used in full.

The low-energy rule for dropping partial waves also needs care here. At $0.05$ Ry the $l=2$ phase shift is about $0.01$ rad, and a cut-off chosen at that energy alone would discard the wave that resonates less than $0.1$ Ry higher. Before discarding a wave, inspect its phase shift over the whole energy range and search $D$ for zeros: a small phase shift at one energy does not exclude a zero of $D$ at another. The absence of a zero is not enough to drop a wave either. For $l=1$ in this well, $D$ shows no zero between $0.05$ and $1$ Ry, yet $\sin^2\delta_1$ reaches about $0.78$ in that range. Two cautions apply to the search. $D$ of (10) also changes sign at a pole of $L_l$, for $l=1$ at $0.2305$ Ry, so a bracketing search should use $R_l(S)\,D$, which for the square well is the denominator of (13). And a zero is a resonance only where $\delta_l$ rises steeply through $\pi/2$: at the next zero for $l=2$, near $2.68$ Ry, the phase shift falls slowly through $\pi/2$.
